The Kramers–Pasternack recursion for hydrogenic radial moments and its boundary term, part 1

(Sections cited here and not found follow in the second part.)

In the 3p state of hydrogen, treated without relativity and with a fixed point nucleus, the mean inward Coulomb force on the electron is 1.26968 eV/Å. The mean outward centrifugal force is also 1.26968 eV/Å. The first is an integral of 1/r² over the radial density and the second an integral of 1/r³, and nothing in their definitions makes them equal. A natural explanation is that in a stationary state the mean radial momentum cannot change, so the mean radial force must be zero. Applied to the 1s state, where there is no centrifugal force, the same argument says that the mean Coulomb force is zero. It is 102.844 eV/Å. The argument is therefore valid under some condition that 3p meets and 1s does not. The force balance is one member of a family of identities among the moments ⟨r^k⟩, labelled by a real number s, and the condition is an inequality between s and the angular momentum quantum number l.

**1. Model and conventions**

One electron moves in the field of a point nucleus of charge Z, which is held fixed. Spin and relativity are left out. The algebra is in atomic units (ħ = mₑ = e²/4πε₀ = 1), so lengths are in Bohr radii a₀ and energies in hartree; ordinary units are restored in part 10. A stationary state of definite angular momentum is ψ = [u(r)/r] Y_lm, with Y_lm normalized on the sphere. Because ∇² acts on such a function as (1/r)(d²/dr²) r − l(l+1)/r², the function u obeys a one-dimensional equation on the half-line r > 0. With D = d/dr, a prime for the derivative of a function, and L = l(l+1),

H = −½D² + V(r),  V(r) = L/(2r²) − Z/r,  Hu = Eu.  (1)

V is the effective potential: centrifugal term plus Coulomb term. Since (1) has real coefficients, u is taken real, and it is normalized on the half-line. The moments are defined for real k by

⟨r^k⟩ = ∫₀^∞ r^k u² dr,  ⟨r⁰⟩ = 1.  (2)

Equation (1) solved for the second derivative is used several times:

u″ = 2(V − E)u.  (3)

In the atom l is a non-negative integer. In (1), however, l is only a parameter, and part 8 needs a derivative with respect to it. Everything below is therefore derived for real l > −½.

**2. The bound states near the origin and at infinity**

Boundary terms depend on how u behaves at the two ends of the half-line, so the solutions are needed in that much detail.

Near r = 0 try u ∝ r^σ. The most singular terms of (3) give σ(σ − 1) = l(l+1), with roots σ = l + 1 and σ = −l. For integer l ≥ 1 the solution r^{−l} is not square integrable at the origin. For l = 0 it is, but u → constant means ψ ∝ 1/r, and ∇²(1/r) = −4πδ³(r) leaves a delta function that no term of the Schrödinger equation can balance. The physical solution is the regular one, σ = l + 1. For non-integer l > −½ the root l + 1 is still the larger one, and the problem is defined by choosing it.

For a bound state E < 0; write E = −κ²/2 with κ > 0. Put u = wP with w = r^{l+1}e^{−κr}. The logarithmic derivative of w is q = w′/w = (l+1)/r − κ, and

w″/w = q′ + q² = −(l+1)/r² + (l+1)²/r² − 2κ(l+1)/r + κ² = L/r² − 2κ(l+1)/r + κ².

The product rule gives u″/w = P″ + 2qP′ + (w″/w)P, and (3) demands u″/w = (L/r² − 2Z/r + κ²)P. The terms L/r² and κ² cancel, and multiplication by r leaves

rP″ + 2(l + 1 − κr)P′ + 2[Z − κ(l+1)]P = 0.  (4)

Insert P = Σ p_k r^k and collect the coefficient of r^k. The term rP″ gives (k+1)k p_{k+1}, the term 2(l+1)P′ gives 2(l+1)(k+1)p_{k+1}, the term −2κrP′ gives −2κk p_k, and the last term gives 2[Z − κ(l+1)]p_k. Hence

p_{k+1} = 2[κ(k + l + 1) − Z] p_k / [(k+1)(k + 2l + 2)].  (5)

Suppose the series does not end. The factor [κ(k+l+1) − Z]/(k+2l+2) tends to κ, so for any η with ½ < η < 1 there is a k₀ beyond which the p_k all have one sign and p_{k+1}/p_k > 2ηκ/(k+1). The right side is the ratio of successive coefficients of e^{2ηκr}. Then |P| exceeds a positive constant times e^{2ηκr}, apart from a polynomial, and u grows at least like e^{(2η−1)κr}, which is not normalizable. The series must end at some degree n_r = 0, 1, 2, …, which by (5) requires κ(n_r + l + 1) = Z:

κ = Z/n,  E = −Z²/(2n²),  n = n_r + l + 1.  (6)

Two properties follow. At large r, u and all its derivatives are finite sums of powers of r times e^{−Zr/n}. At small r,

u = c r^{l+1} F(r),  F(r) = 1 − Zr/(l+1) + O(r²),  c = p₀ ≠ 0,  (7)

where F = P e^{−κr}/p₀ is a convergent power series. Its linear coefficient is p₁/p₀ − κ, and (5) at k = 0 gives p₁/p₀ = [κ(l+1) − Z]/(l+1) = κ − Z/(l+1), so κ cancels.

From (7) the integrand of ⟨r^k⟩ behaves as c²r^{2l+2+k} at the origin. The moment is finite if and only if the exponent exceeds −1:

⟨r^k⟩ < ∞  if and only if  k > −2l − 3.  (8)

There is no restriction from large r, where the exponential dominates any power.

**3. The hypervirial theorem with its boundary term**

For matrices, ⟨u|[H,A]|u⟩ = ⟨u|HA|u⟩ − ⟨u|AH|u⟩ = E⟨A⟩ − E⟨A⟩ = 0, because H may be moved onto the bra. This statement, for an arbitrary time-independent A, is the hypervirial theorem. For the differential operator (1), moving H onto the bra is an integration by parts, which produces terms at the ends of the interval. To keep those terms visible, the integral is first taken over ε ≤ r ≤ R, where all functions are smooth.

Let A be a differential operator with smooth coefficients on r > 0 and let W = Au. For any two smooth functions u and W the potential cancels in the combination uHW − WHu, which leaves −½(uW″ − Wu″). Since (uW′ − u′W)′ = u′W′ + uW″ − u″W − u′W′ = uW″ − u″W,

u HW − W Hu = −½ (uW′ − u′W)′.  (9)

Now let u be an eigenfunction. Pointwise, [H,A]u = H(Au) − A(Hu) = HW − EW, because A is linear and E is a number. Multiplying by u and using EuW = W Hu gives u[H,A]u = uHW − WHu. Define the boundary function

B(r) = ½ [uW′ − u′W],  W = Au.  (10)

Integration of (9) from ε to R gives −[B(R) − B(ε)], that is

∫_ε^R u [H,A] u dr = B(ε) − B(R).  (11)

This is exact for every ε and R. The hypervirial theorem ⟨[H,A]⟩ = 0 holds for those A, and only those, for which B(ε) − B(R) tends to zero as ε → 0 and R → ∞. Up to the factor ½, B is the Wronskian of u and Au.

**4. Two commutators and their combination**

Let T = −½D², and let f(r) and g(r) be smooth functions. All commutators are found by acting on an arbitrary smooth function φ.

A multiplication operator g commutes with V. For the kinetic part, (gφ)″ = g″φ + 2g′φ′ + gφ″, so T(gφ) − gTφ = −½(g″φ + 2g′φ′):

[H, g] = −g′D − ½g″.  (12)

For the operator fD, the kinetic part follows from (fφ′)″ = f″φ′ + 2f′φ″ + fφ‴, which gives T(fφ′) − f(Tφ)′ = −½f″φ′ − f′φ″, the third derivatives cancelling. The potential part is Vfφ′ − f(Vφ)′ = −fV′φ. Together,

[H, fD] = −f′D² − ½f″D − fV′.  (13)

The commutator (12) alone yields no relation among moments. Its integrand is u(−g′u′ − ½g″u) = −½(g′u²)′, a total derivative, so (11) reduces to an identity with B = ½g′u². Its use is to remove the first-derivative term from (13). The sum of (12) and (13) contains D with the coefficient −(½f″ + g′), which vanishes for g = −½f′. Choose therefore

A = fD − ½f′.  (14)

With g = −½f′ the last term of (12) is −½g″ = +¼f‴, and

[H, A] = −f′D² + ¼f‴ − fV′.  (15)

On an eigenfunction the second derivative is replaced with (3), −f′u″ = 2f′(E − V)u, and the commutator becomes a multiplication:

[H, A]u = [2f′(E − V) − fV′ + ¼f‴] u.  (16)

This step uses the eigenvalue equation, so (16) and the moment relations derived from it are established only for eigenfunctions of H; the operator identities (12), (13), (15) and the form (18) of the boundary function hold for any smooth function.

The sign of the term ½f′ in (14) deserves a remark. The symmetrized product ½(fD + Df) equals fD + ½f′, with the opposite sign, so A = ½(fD + Df) − f′. By the total-derivative property of (12), the difference −f′ changes both sides of (11) by the same boundary expression and has no other effect. The operator −(i/2)(fD + Df) is the quantum counterpart of the classical product f(r)p_r, and (16) can be compared with classical radial motion in the effective potential. There dr/dt = p_r, dp_r/dt = −V′ and p_r² = 2(E − V), so

d(f p_r)/dt = f′p_r² − fV′ = 2f′(E − V) − fV′.  (17)

For a bound orbit with nonzero angular momentum, r stays away from the origin and f p_r is finite and periodic, so the time average of this derivative over a radial period is zero. The quantum expression (16) differs from (17) by the term ¼f‴, which carries a factor ħ²/mₑ in ordinary units, and by the value l(l+1)ħ² of the squared angular momentum in V.

The explicit form of the boundary function follows from (10) and (14). With W = fu′ − ½f′u one has W′ = fu″ + f′u′ − ½f′u′ − ½f″u = fu″ + ½f′u′ − ½f″u. Then uW′ = fuu″ + ½f′uu′ − ½f″u² and u′W = fu′² − ½f′uu′, so

B = ½ [ f(uu″ − u′²) + f′uu′ − ½f″u² ].  (18)

**5. The choice f = r^{s+1}**

Let s be any real number and f = r^{s+1}, so that f′ = (s+1)r^s and f‴ = (s+1)s(s−1)r^{s−2} = s(s² − 1)r^{s−2}. From (1), V′ = −L/r³ + Z/r². The pieces of (16) are

2f′E = −(s+1)(Z²/n²) r^s,

−2f′V = −(s+1)L r^{s−2} + 2(s+1)Z r^{s−1},

−fV′ = +L r^{s−2} − Z r^{s−1},

¼f‴ = ¼ s(s² − 1) r^{s−2},

where (6) was used in the first line. The coefficient of r^{s−1} is 2(s+1)Z − Z = (2s+1)Z. The coefficient of r^{s−2} is −(s+1)L + L + ¼s(s²−1) = −(s/4)[4L + 1 − s²], and 4L + 1 = 4l² + 4l + 1 = (2l+1)². Thus

[H, A]u = −K_s u,  (19)

K_s(r) = (s+1)(Z²/n²) r^s − (2s+1)Z r^{s−1} + (s/4)[(2l+1)² − s²] r^{s−2}.  (20)

Only three powers appear because E − V contains only r⁰, r^{−1} and r^{−2}, and because ¼f‴ has the same power as the centrifugal terms.

At the upper end, every term of (18) is a finite sum of powers of R times e^{−2ZR/n}, so B(R) → 0 as R → ∞ for every s. Equations (11) and (19) give

∫_ε^∞ K_s u² dr = −B(ε).  (21)

This identity holds for every real s and every ε > 0. All that remains is the limit ε → 0. The derivative of (21) with respect to ε is the local form

B′(r) = K_s(r) u(r)².  (22)

**6. The boundary term at the origin and the condition s > −2l − 1**

Insert (7) into W = r^{s+1}u′ − ½(s+1)r^s u. Since u′ = c r^l[(l+1)F + rF′],

W = c r^{s+l+1} M(r),  M = [l + 1 − ½(s+1)]F + rF′,  M(0) = ½(2l + 1 − s).  (23)

M is a convergent power series. The Wronskian of u = c r^{l+1}F and W = c r^{s+l+1}M is formed term by term:

uW′ = c² r^{2l+1+s} F[(s + l + 1)M + rM′],  u′W = c² r^{2l+1+s} [(l+1)F + rF′]M.

The difference, halved, is

B(r) = c² r^{2l+1+s} G(r),  G = ½[sFM + r(FM′ − F′M)].  (24)

G is again a convergent power series, G = G₀ + G₁r + …, and at r = 0 only the first term survives:

G₀ = ½ s M(0) = (s/4)(2l + 1 − s).  (25)

Equation (22) checks this and supplies the next coefficient. On the left, B′ = c²[(2l+1+s)G₀ r^{2l+s} + (2l+2+s)G₁ r^{2l+s+1} + …]. On the right, u² = c²r^{2l+2}[1 − 2Zr/(l+1) + …] multiplies (20). The leading power r^{2l+s} has the coefficient (s/4)[(2l+1)² − s²] = (2l+1+s)(s/4)(2l+1−s), in agreement with (25). For the next power set m = 2l + 2, so that 2/(l+1) = 4/m. The coefficient of c²r^{2l+s+1} is

−(2s+1)Z − (4Z/m)(s/4)[(m−1)² − s²] = (Z/m)[s³ − (m−1)²s − 2ms − m] = (Z/m)[s³ − (m²+1)s − m].

The cubic factorizes as (s + m)(s² − ms − 1), as multiplication confirms: s³ − ms² − s + ms² − m²s − m. Dividing by 2l + 2 + s = s + m,

G₁ = (Z/m)(s² − ms − 1),  m = 2l + 2.  (26)

The division is not allowed at s = −m, but by (23) and (24) G₁ is a polynomial in s, so a formula valid at all other s holds there too.

The behaviour of B(ε) = c²ε^{2l+1+s}[G₀ + G₁ε + …] as ε → 0 now falls into three cases.

For s > −2l − 1 the exponent is positive and G is bounded, so B(ε) → 0. This range contains the two zeros of G₀, at s = 0 and s = 2l + 1, where B vanishes by one power faster.

For s = −2l − 1 the exponent is zero and B(0) = c²G₀, a constant.

For s < −2l − 1 the exponent is negative.

In the last two cases s is negative, because l > −½, and 2l + 1 − s is positive, so G₀ < 0 strictly. The boundary term is then a nonzero constant at s = −2l − 1 and tends to −∞ below it. The condition s > −2l − 1 is thus both sufficient and necessary for the boundary term to vanish.

Of the three moments in (20), the most singular is ⟨r^{s−2}⟩. By (8) it is finite if and only if s − 2 > −2l − 3, which is the same inequality. Under this condition the integral in (21) splits into three convergent integrals, and the limit ε → 0 gives the Kramers–Pasternack recursion:

(s+1)(Z²/n²)⟨r^s⟩ − (2s+1)Z⟨r^{s−1}⟩ + (s/4)[(2l+1)² − s²]⟨r^{s−2}⟩ = 0,  s > −2l − 1.  (27)

It holds for real s and for every bound state of (1). That the two conditions coincide is a consequence of (22): B is an antiderivative of K_s u², so it has the power that results from integrating the most singular term.

Equation (23) shows what is special about the edge. The function W = Au behaves as r^{s+l+1}, and at s = −2l − 1 this is r^{−l}, the behaviour of the irregular solution rejected in part 2. The Wronskian of a regular and an irregular solution of (3) at the same energy is a nonzero constant, because (3) has no first-derivative term, and B(0) inherits this. H can be moved from W onto u as long as W is less singular than r^{−l}; at and below the edge the Wronskian of u and W does not vanish at the origin, and the move fails. This is a condition on the pair u, W only: for l ≥ 1 and s a little above the edge, W is not even square integrable at the origin, yet B(ε) → 0.

The classical limit is read off by writing the last coefficient of (27) as s[L − ¼(s² − 1)]. The time average of (17) with f = r^{s+1} gives the same relation with sΛ² in this place, where Λ is the classical angular momentum. At fixed s and large l the relative size of the quantum correction is (s² − 1)/(4L). A Kepler orbit with Λ ≠ 0 never comes closer than its inner turning point, so the classical relation holds for all s; correspondingly the edge −2l − 1 recedes to −∞ as l grows. The restriction on s comes from the behaviour u ∝ r^{l+1} at the origin. For l > 0 this is the part of the wave function under the centrifugal barrier, which falls off toward the origin only as a power; for l = 0 there is no barrier, and the corresponding classical orbit, with Λ = 0, reaches the origin.

**7. The edge s = −2l − 1**

At the edge the coefficient (2l+1)² − s² in (20) vanishes, so K_s contains only r^{−2l−1} and r^{−2l−2}, whose moments are finite by (8). The coefficients are s + 1 = −2l and −(2s+1) = 4l + 1. From (25), G₀ = −¼(2l+1)·2(2l+1) = −½(2l+1)². The limit of (21) is

−2l(Z²/n²)⟨r^{−2l−1}⟩ + (4l+1)Z⟨r^{−2l−2}⟩ = ½(2l+1)² c².  (28)

Setting s = −2l − 1 in (27) and dropping the third term because its coefficient is zero would give the left side of (28) equal to zero, which is false. The third term is a vanishing coefficient times a divergent moment. At the edge the integrand of ⟨r^{s−2}⟩ is c²F²/r, so the integral from ε grows as c² ln(1/ε); lowering the cutoff by a factor of ten adds c² ln 10 in the limit of small ε.

The product has a finite limit from the allowed side. Let δ = 2l + 1 + s > 0. Then ⟨r^{s−2}⟩ = c²∫₀^∞ r^{δ−1}F² dr. Split the integral at r = 1 and write F² = 1 + (F² − 1) on the inner part. The constant gives ∫₀¹r^{δ−1}dr = 1/δ. The remainder F² − 1 is O(r), so its integral stays bounded as δ → 0, and so does the outer part. Therefore

(2l + 1 + s)⟨r^{s−2}⟩ → c²  as s → −2l − 1 from above.  (29)

The third term of (27) is (s/4)(2l+1−s) times this product and tends to G₀c² = −½(2l+1)²c². Moving it to the right side reproduces (28). The boundary term at the edge is the continuous limit of the third term of the recursion.

For l = 0 the edge is s = −1, and (28) reads

Z⟨r^{−2}⟩ = ½c² = 2π|ψ(0)|²  (l = 0).  (30)

The second form uses ψ(0) = cY₀₀ = c/√(4π). Here f = 1, A = D, and (15) is [H,D] = −V′, the operator form of Newton's law for the radial motion. Equation (18) becomes B = ½(uu″ − u′²). At the origin u → 0, u″ → −2Zc by (3) and u′ → c, so B(0) = −½c². The hypervirial theorem would give ⟨V′⟩ = 0, and the correct statement is ⟨V′⟩ = ½u′(0)². In the one-dimensional picture of (1) the condition u(0) = 0 acts as a wall at the origin, and ½u′(0)² takes the place of the outward force that balances the attraction. For l ≥ 1 both uu″ and u′² vanish at the origin as r^{2l}, this term is absent, and the centrifugal force does the balancing.

The recursion (27) has been established for s > −2l − 1, together with the boundary term that enters at the edge s = −2l − 1. What remains is to obtain the moments themselves, including ⟨r^{−2}⟩, which the recursion does not reach from ⟨r^{−1}⟩, to state the range of validity, and to check the results on the 3p and 1s states of hydrogen.

Numerical values quoted here were computed with a short program.
